# How much translational entropy does an adsorbed molecule keep?

**Question**

I am estimating the coverage of a weakly bound molecule, of mass 30 u, on a flat crystal surface at 300 K. My calculation gives one adsorption minimum per surface cell, a barrier of some tens of meV between neighbouring minima, and two soft lateral vibrations of about 5 meV.

I have been given three pieces of advice. The first is that an adsorbed molecule has lost its translation, so the lateral motion can be dropped. The second is to put the two soft modes into the harmonic-oscillator formula. The third is that the molecule diffuses, so I should treat it as a two-dimensional gas, or perhaps add a diffusion entropy to the harmonic one. Which is right, and would the answer change if the molecule were confined and could not hop?

**Answer**

The first advice is wrong for your molecule. The second is a fair description of motion within one cell if your potential is close to a simple cosine with a barrier of a few $kT$, but it fails for flatter surfaces and for narrow wells separated by a low plateau, and it leaves out the choice of site. The third points to something real but names the wrong cause: equilibrium entropy depends on which positions are occupied, not on how fast the molecule moves between them.

I assume a rigid surface, a dilute layer without interactions between molecules, and lateral motion that separates from rotation, internal vibration and motion normal to the surface. Energies are measured from the potential minimum.

**Entropy measures the spread of positions**

Take one lateral coordinate $x$ with potential $V(x)$, and write $k$ for Boltzmann's constant and $\beta=1/kT$. The classical partition function is

$$q=\frac1h\int dp_x\,e^{-\beta p_x^2/2m}\int dx\,e^{-\beta V}=\frac{Z_c}{\Lambda},$$

$$Z_c=\int e^{-\beta V}dx,\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}},$$

because the Gaussian momentum integral is $\sqrt{2\pi mkT}$. From $F=-kT\ln q$ and $S=(U-F)/T$,

$$\frac Sk=\ln q+\beta U,\qquad U=\frac{kT}{2}+\langle V\rangle .$$

The position density is $p(x)=e^{-\beta V}/Z_c$, so $-\ln p=\beta V+\ln Z_c$. Averaging this gives

$$-\int p\ln p\,dx=\beta\langle V\rangle+\ln Z_c .$$

The right-hand side is the position-dependent part of $S/k$. Defining $L_{\rm eff}=\exp(-\int p\ln p\,dx)$, we have

$$\boxed{\frac Sk=\frac12+\ln\frac{L_{\rm eff}}{\Lambda}}$$

The length $L_{\rm eff}$ is the width of a flat box with the same entropy. Within a cell of length $a$ it cannot exceed $a$. To see this, use $\ln t\le t-1$ with $t=1/(pa)$:

$$\ln\frac{L_{\rm eff}}{a}=\int_0^a p\ln\frac1{pa}\,dx\le\int_0^a\left(\frac1a-p\right)dx=0 .$$

Equality holds for uniform $p$, that is, for a flat potential.

For your molecule at 300 K, $kT=25.85$ meV and $\Lambda=0.184$ Å. A position spread of an ångström or two is many thermal wavelengths, so a molecule can be bound to one site and still have considerable lateral entropy.

**What the harmonic minimum puts in place of the true density**

A harmonic well gives a Gaussian density with $\sigma^2=kT/(m\omega^2)$. For a Gaussian, $-\langle\ln p\rangle=\ln(\sigma\sqrt{2\pi})+\tfrac12$, hence $L_{\rm eff}=\sigma\sqrt{2\pi e}$. Also

$$\frac{\sigma}{\Lambda}=\frac{1}{\omega}\sqrt{\frac{kT}{m}}\,\frac{\sqrt{2\pi mkT}}{h}=\frac{kT}{\hbar\omega\sqrt{2\pi}},$$

so the classical harmonic entropy is

$$\frac{S_{\rm har}}k=\frac12+\frac12+\ln\frac{kT}{\hbar\omega}=1+\ln\frac{kT}{\hbar\omega}.$$

This is large for a soft mode. It also grows without limit as $\omega\to0$, whereas the true entropy of one cell is bounded.

For a definite comparison, take a square lattice with

$$V(x,y)=\frac{V_0}{2}\left[2-\cos\frac{2\pi x}{a}-\cos\frac{2\pi y}{a}\right].$$

The barrier between neighbouring minima is $V_0$, and the two directions contribute equally. Let $u=V_0/(2kT)$. In one direction,

$$q=\frac{e^{-u}}{\Lambda}\int_0^a e^{u\cos(2\pi x/a)}dx=\frac a\Lambda e^{-u}I_0(u),$$

where $I_0$ is the modified Bessel function. Since $I_0'=I_1$, the mean cosine is $I_1/I_0$, and $\beta\langle V\rangle=u(1-I_1/I_0)$. Therefore

$$\frac Sk=\ln\left[\frac a\Lambda e^{-u}I_0(u)\right]+\frac12+u\left[1-\frac{I_1(u)}{I_0(u)}\right].$$

Near the minimum, $1-\cos z\simeq z^2/2$ gives $V\simeq V_0\pi^2x^2/a^2$. Equating this to $m\omega^2x^2/2$,

$$\omega=\frac\pi a\sqrt{\frac{2V_0}{m}} .$$

With $V_0=2ukT$ and $h=\Lambda\sqrt{2\pi mkT}$, this becomes

$$\hbar\omega=\frac ha\sqrt{\frac{ukT}{m}}=kT\,\frac\Lambda a\sqrt{2\pi u}.$$

The classical harmonic partition function is thus $q_{\rm har}=kT/\hbar\omega=(a/\Lambda)/\sqrt{2\pi u}$. Subtracting the two entropies, the factors $a/\Lambda$ cancel:

$$\frac{S-S_{\rm har}}k=\ln\left[\sqrt{2\pi u}\,e^{-u}I_0\right]+u\left(1-\frac{I_1}{I_0}\right)-\frac12 .$$

*High barrier.* Here $I_0\simeq e^u(1+1/8u)/\sqrt{2\pi u}$, so $\ln(q/q_{\rm har})\simeq1/(8u)$. Because $U=kT^2\,d\ln q/dT$, the entropy difference is $(1+T\,d/dT)\ln(q/q_{\rm har})$. Since $1/u\propto T$, the derivative term repeats the first, and the difference is $1/(4u)$. The harmonic entropy is slightly too low and becomes correct as $u\to\infty$.

*Low barrier.* Now $I_0\to1$ and $I_1\to0$, so the difference tends to $\frac12\ln(2\pi u)-\frac12$, which goes to $-\infty$. The harmonic entropy is far too high. It exceeds even the free-particle value $\frac12+\ln(a/\Lambda)$ when

$$1-\tfrac12\ln(2\pi u)>\tfrac12,\quad\text{or}\quad \frac{V_0}{kT}<\frac e\pi\simeq0.865 .$$

Two effects compete. The cosine potential lies below its parabola, which broadens the true density. The cell has a finite length, which the parabola ignores. The first effect wins at high barriers and the second at low ones. A numerical root of the difference puts the change of sign at $V_0/kT=0.97$.

**Numbers for one cell**

I take $a=3$ Å as a round value. The table gives entropies for both lateral directions in J/(mol K). The true values come from quantum levels: the Hamiltonian was diagonalized in plane waves, and the Boltzmann sum over bands was averaged over Bloch wavevectors. The harmonic values use the quantum oscillator. The last column is the ratio of partition functions for both directions.

| $V_0$ (meV) | $\hbar\omega$ (meV) | $S$ | $S_{\rm har}$ | $(q/q_{\rm har})^2$ |
|---:|---:|---:|---:|---:|
| 1 | 0.55 | 54.7 | 80.6 | 0.12 |
| 5 | 1.24 | 54.7 | 67.2 | 0.50 |
| 25 | 2.76 | 53.8 | 53.8 | 1.30 |
| 75 | 4.79 | 48.5 | 44.7 | 1.28 |
| 300 | 9.58 | 34.1 | 33.2 | 1.05 |

The free value for one cell is 54.7 J/(mol K). The row that resembles your case is $V_0=75$ meV. The cosine ties $\omega$ to $V_0$ and $a$: with $a=3$ Å, a quantum of 5 meV requires a barrier of about 80 meV. If your barrier is much lower than that, your well is narrower than a cosine and this table does not describe it. There $u=75/(2\times25.85)=1.45$, and quadrature of the position density gives $L_{\rm eff}=2.06$ Å. The classical formula then yields

$$S=2R\left[\tfrac12+\ln\frac{2.06}{0.184}\right]\simeq48.5\ \text{J/(mol K)},$$

while the harmonic estimate is

$$S_{\rm har}\simeq2R\left[1+\ln\frac{25.85}{4.79}\right]\simeq44.7\ \text{J/(mol K)}.$$

The harmonic deficit of 3.8 J/(mol K) is close to the largest this potential can produce in the classical treatment. Maximizing the difference numerically gives 3.82 J/(mol K) at $V_0/kT=2.67$. For this separable cosine potential, then, the harmonic entropy is never badly low within one cell; other shapes of well can give a larger deficit. Its serious failure is the overestimate on a nearly flat surface, which reaches 26 J/(mol K) in the first row.

The row at 25 meV carries a warning. The entropies agree, yet the partition functions differ by a factor of 1.30. This barrier lies near the change of sign, where the errors in $\ln q$ and $\beta U$ cancel in the entropy. They do not cancel in the free energy, where the harmonic value is too high by $kT\ln1.30\simeq7$ meV.

**The choice of site is a separate contribution**

So far the molecule has been assigned to one cell. Let $N$ molecules share $M$ cells, with coverage $\theta=N/M\ll1$. Each molecule may be in any cell, and the molecules are indistinguishable, so

$$Z=\frac{(Mq_xq_y)^N}{N!}.$$

Using $\ln N!\simeq N\ln N-N$,

$$\frac{\ln Z}{N}=\ln(q_xq_y)+\ln\frac MN+1 .$$

Adding $\beta U/N$ turns the first term into the one-cell entropies $S_x$ and $S_y$:

$$\frac{S}{Nk}=\frac{S_x+S_y}{k}+1-\ln\theta .$$

The term $1-\ln\theta$ is absent from a calculation on a single minimum. If double occupation of a cell is forbidden, the site term becomes $-[\theta\ln\theta+(1-\theta)\ln(1-\theta)]/\theta\simeq1-\ln\theta-\theta/2$, a negligible change at low coverage.

For a flat surface each direction gives $\frac12+\ln(a/\Lambda)$. The sum is then

$$\frac S{Nk}=2+\ln\frac{a^2}{\theta\Lambda^2},$$

which is the entropy of a two-dimensional ideal gas with area $a^2/\theta$ per molecule. The gas formula therefore already contains the site term, and adding that term again would count it twice.

At $\theta=0.01$ the site term is $R(1+\ln100)=46.6$ J/(mol K). Suppose that the normal vibration has a quantum of 25 meV. With $w=\hbar\omega_z/kT$, its entropy is

$$R\left[\frac{w}{e^w-1}-\ln(1-e^{-w})\right]=8.9\ \text{J/(mol K)}.$$

The adsorbed molecule then has

$$48.5+46.6+8.9=104.0\ \text{J/(mol K)}$$

from the three degrees of freedom that were translations in the gas. The gas itself, at 1 bar, has

$$R\left[\frac52+\ln\frac{kT}{P\Lambda^3}\right]=151.4\ \text{J/(mol K)}.$$

About 69% remains. This fraction belongs to the chosen pressure and coverage, and it falls as the layer fills. The comparison does not assume that these two states are in equilibrium, which would require a particular binding energy.

A single harmonic minimum with the same normal mode would give $44.7+8.9=53.6$ J/(mol K). Of the missing 50.4 J/(mol K), the site term accounts for 46.6 and the shape of the potential for 3.8. The two-dimensional gas gives 101.3 J/(mol K) for lateral motion, against $48.5+46.6=95.1$ here. At this barrier it is too high by about 6 J/(mol K).

**Diffusion is not an extra source of entropy**

Fast diffusion shows that many positions are accessible, but the diffusion coefficient does not appear in $S$. A narrow barrier separates the two ideas.

Consider overdamped motion in a periodic potential, with bare diffusion coefficient $D_0$ and a weak force $f$. The steady current is

$$J=-D_0\left[n'+\beta V'n-\beta fn\right].$$

Write the density as $n=Ce^{-\beta V}(1+fg)$ with $g$ periodic. The terms without $f$ cancel, and to first order

$$J=-D_0Cf\,e^{-\beta V}(g'-\beta),\qquad g'=\beta-\frac{J\,e^{\beta V}}{D_0Cf}.$$

The average of $g'$ over a cell vanishes, so $J=\beta fD_0C/\langle e^{\beta V}\rangle$, where the brackets now denote a uniform average over the cell. To leading order the mean density is $C\langle e^{-\beta V}\rangle$. Dividing gives the drift velocity, which the Einstein relation equates to $\beta Df$. Hence

$$\frac D{D_0}=\frac1{\langle e^{-\beta V}\rangle\langle e^{\beta V}\rangle}.$$

Now put a Gaussian barrier of height $12kT$ and standard deviation $0.03a$ into an otherwise flat cell. Evaluating the averages on a grid gives $D/D_0=3.2\times10^{-4}$. The entropy in that direction changes by only $-1.05$ J/(mol K). Diffusion responds to the rarely visited barrier top through $e^{\beta V}$, whereas entropy responds to the small loss of accessible length. This is a classical illustration. In a 3 Å cell the standard deviation of the barrier would be 0.09 Å, about half of $\Lambda$, and a classical description of the crossing could not be taken for granted.

Slow motion matters in another way. The site term assumes that the molecules can sample the arrangements over sites, either by hopping or by leaving and returning. If neither happens during the measurement, the distribution over sites is the one left by deposition, and the equilibrium formula need not describe it.

**Soft confinement without hopping**

Your last question has the same answer. The entropy within the well is set by $L_{\rm eff}$, and the coverage, as shown in the next section, by $Z_c$. Neither contains a hopping rate. Consider an isolated well,

$$V(x)=\tfrac12m\omega^2x^2+cx^4,$$

with $\hbar\omega=1$ meV and $c=100$ meV/Å$^4$. The harmonic formula sees the first term alone and gives $R(1+\ln25.85)=35.4$ J/(mol K) for this one direction. The levels of the full well, from diagonalization on a grid of sinc functions, give 22.4 J/(mol K). The corresponding length is $L_{\rm eff}=1.64$ Å.

The reason for the overestimate can be seen from the harmonic spread,

$$\sigma=\Lambda\frac{kT}{\hbar\omega\sqrt{2\pi}}=0.184\times\frac{25.85}{2.507}\simeq1.9\ \text{Å}.$$

At that distance the neglected quartic energy is about 1300 meV, or $50kT$. The molecule does not go there.

The opposite limit, with no quadratic term, can be solved. The integral is $Z_c=2\Gamma(5/4)(kT/c)^{1/4}$. Integration by parts gives $\langle xV'\rangle=kT$, so $4\langle V\rangle=kT$, and

$$L_{\rm eff}=Z_ce^{\beta\langle V\rangle}=2\Gamma(\tfrac54)\,e^{1/4}\left(\frac{kT}{c}\right)^{1/4}\simeq1.66\ \text{Å}.$$

This is close to the result for the full well, so the quartic wall sets the entropy. The harmonic formula with $\omega=0$ would give infinity. The molecule cannot hop, yet it keeps 22 J/(mol K) in a single direction.

**What this does to the coverage**

Coverage follows from chemical potentials. For the dilute layer, $-kT\,\partial\ln Z/\partial N$, with the normal mode $q_z$ and the well depth $E_b$ included, gives

$$\mu_{\rm ads}=-E_b+kT\ln\frac{\theta}{q_xq_yq_z}.$$

The gas has $\mu=kT\ln(P\Lambda^3/kT)$, if rotation and internal modes are unchanged on adsorption and cancel. Equating the two,

$$\theta=\frac{P\Lambda^3}{kT}\,q_xq_yq_z\,e^{E_b/kT}.$$

The site term is already present here through $\ln\theta$, so it must not be inserted again as a correction to $q$.

For $V_0=75$ meV, $q_xq_y=37.3$. Dropping lateral motion, which means setting this factor to one, underestimates the coverage 37-fold at fixed pressure and well depth. That is a free-energy error of $kT\ln37.3\simeq94$ meV. The harmonic value is $37.3/1.28\simeq29$, and its error is about 6 meV.

If your potential is close to this cosine, harmonic modes in this expression are adequate when the binding energy is uncertain by more than about 10 meV. That condition should be checked against your barrier, frequency and cell length together. A lower barrier with the same 5 meV modes and $a=3$ Å means a narrow well and a broad plateau, which the harmonic formula misses. For example, take $V_0[1-e^{-\kappa(1-\cos 2\pi x/a)}]/(1-e^{-2\kappa})$ in each direction, with $V_0=30$ meV and $\kappa$ fixed by $\hbar\omega=5$ meV. Then $q_xq_y$ is 2.7 times the harmonic value, an error of about 25 meV. If the barrier is well below $kT$, if you need a smaller error, or if the well is far from parabolic over the thermal spread, integrate $e^{-\beta V}$ over the cell instead. When $\hbar\omega$ is no longer small compared with $kT$, use quantum levels. If $x$ and $y$ are coupled to each other or to rotation, the integral must cover those coordinates together. At higher coverage, interactions between molecules change both the accessible area and the site term.
